# Why thick high-purity germanium detectors must be cooled: test program

```python
# Why a thick high-purity germanium detector must be cooled.
# Results under test:
#   ni = sqrt(Nc*Nv)*exp(-Eg/(2*k*T)), p = N/2 + sqrt(N^2/4 + ni^2),
#   depletion voltage Vd = q*N*d^2/(2*eps),
#   bulk leakage I = q*ni*volume/(2*tau), pair-count spread sqrt(I*t/q).
# ni: intrinsic density; Nc, Nv: effective densities of band states;
# Eg: gap; N: net acceptor density; p: hole density; d: thickness;
# eps: permittivity; tau: carrier lifetime; t: collection window.
# Lengths are in cm and energies in eV unless a name says otherwise.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

q = const.e
k_ev = const.k / const.e

# Rough typical germanium parameters
m_long, m_trans, valleys = 1.59, 0.0815, 4
m_heavy, m_light = 0.33, 0.043
eps = 16.0 * const.epsilon_0 / 100.0       # F/cm
mu_n_warm, mu_p_warm, mu_p_cold = 3900.0, 1900.0, 4.0e4
pair_energy = 3.0
acceptor_depth = 0.010
breakdown_field = 1.0e5                    # V/cm
v_sat_cold = 1.0e7                         # cm/s

# Chosen detector and measurement
N, d, area, bias = 1.0e10, 1.0, 10.0, 1000.0
volume = area * d
tau, window = 1.0e-3, 6.0e-6
photon_energy, allowed_fwhm = 1.0e6, 1.0e3
warm, cold = 300.0, 77.0


def gap(T):
    return 0.742 - 4.8e-4 * T**2 / (T + 235.0)


m_e = (valleys**2 * m_long * m_trans**2) ** (1 / 3)
m_h = (m_heavy**1.5 + m_light**1.5) ** (2 / 3)


def band_density(mass, T):
    per_m3 = 2 * (2 * np.pi * mass * const.m_e * const.k * T
                  / const.h**2) ** 1.5
    return per_m3 * 1e-6


def intrinsic(T):
    return np.sqrt(band_density(m_e, T) * band_density(m_h, T)) \
        * np.exp(-gap(T) / (2 * k_ev * T))


def hole_density(T):
    return N / 2 + np.sqrt(N**2 / 4 + intrinsic(T)**2)


def leakage(T, lifetime=tau, vol=volume):
    return q * intrinsic(T) * vol / (2 * lifetime)


# Test 1: count band states directly in k space.
def k_integral(mass, T):
    width = np.sqrt(mass * const.m_e * const.k * T) / const.hbar
    k = np.linspace(-10 * width, 10 * width, 2001)
    energy = const.hbar**2 * k**2 / (2 * mass * const.m_e)
    weight = np.exp(-energy / (const.k * T))
    return np.sum(weight) * (k[1] - k[0]) / (2 * np.pi)


def counted_bands(T):
    electrons = 2 * valleys * k_integral(m_long, T) \
        * k_integral(m_trans, T)**2 * 1e-6
    holes = 2 * (k_integral(m_heavy, T)**3
                 + k_integral(m_light, T)**3) * 1e-6
    return electrons, holes


# Test 2: solve neutrality with Fermi-Dirac occupation.
u = np.linspace(0, 8, 4001)


def fermi_integral(eta):
    values = 2 * u**2 / (1 + np.exp(u**2 - eta))
    return 2 / np.sqrt(np.pi) * np.sum(values) * (u[1] - u[0])


for T in (warm, cold):
    nc_count, nv_count = counted_bands(T)
    assert np.isclose(nc_count, band_density(m_e, T), rtol=1e-8)
    assert np.isclose(nv_count, band_density(m_h, T), rtol=1e-8)
    reduced_gap = gap(T) / (k_ev * T)

    def imbalance(eta_h):
        return (nv_count * fermi_integral(eta_h)
                - nc_count * fermi_integral(-reduced_gap - eta_h) - N)

    eta_h = brentq(imbalance, -reduced_gap, 0.0, xtol=1e-13)
    p_count = nv_count * fermi_integral(eta_h)
    n_count = nc_count * fermi_integral(-reduced_gap - eta_h)
    assert np.isclose(p_count, hole_density(T), rtol=1e-4)
    assert np.isclose(np.sqrt(n_count * p_count), intrinsic(T), rtol=1e-4)

# Test 3: depletion width with mobile holes kept in Poisson's equation.
Vd = q * N * d**2 / (2 * eps)
thermal_v = k_ev * cold
slope = q * N / eps
debye = np.sqrt(thermal_v / slope)


def poisson_with_holes(x, y):
    missing = -np.expm1(-y[0] / thermal_v)
    return [y[1], slope * missing, missing]


def reached_bias(x, y):
    return y[0] - Vd


reached_bias.terminal = True
start = 1e-6 * thermal_v
solution = solve_ivp(poisson_with_holes, (0, 3 * d),
                     [start, start / debye, 0.0], events=reached_bias,
                     rtol=1e-8, atol=1e-12)
assert solution.status == 1
depleted_width = solution.y[2, -1]
assert np.isclose(depleted_width, d, rtol=1e-3)

# Test 4: end fields of the overbiased crystal from finite differences.
field_max = bias / d + slope * d / 2
field_min = bias / d - slope * d / 2
points = 201
x = np.linspace(0, d, points)
step = x[1] - x[0]
matrix = np.eye(points)
source = np.full(points, slope * step**2)
for i in range(1, points - 1):
    matrix[i, i - 1:i + 2] = [1, -2, 1]
source[0], source[-1] = 0.0, bias
field = np.gradient(np.linalg.solve(matrix, source), x, edge_order=2)
assert np.isclose(field[0], field_min, rtol=1e-6)
assert np.isclose(field[-1], field_max, rtol=1e-6)
assert field_min > 0

# Test 5: traps emit electrons and holes alternately in empty bands.
# Time unit: inverse emission rate of a trap at the intrinsic level.
# An emitted carrier induces charge in proportion to its drift distance.
rng = np.random.default_rng(4)


def trap_charge(duration, count, ratio=1.0):
    position = rng.random(count)
    filled = rng.random(count) < (1 / ratio) / (ratio + 1 / ratio)
    time = rng.exponential(size=count) * np.where(filled, 1 / ratio, ratio)
    charge = np.zeros(count)
    while np.any(time < duration):
        live = time < duration
        charge += live * np.where(filled, position, 1 - position)
        filled = filled ^ live
        time += rng.exponential(size=count) \
            * np.where(filled, 1 / ratio, ratio)
    return charge.mean(), charge.var()


variance_factors = []
for duration, count in ((0.1, 800000), (20.0, 100000)):
    mean, variance = trap_charge(duration, count)
    expected = 0.5 + (1 - np.exp(-2 * duration)) / (12 * duration)
    assert np.isclose(mean, duration / 2, rtol=0.02)
    assert np.isclose(variance / mean, expected, rtol=0.03)
    variance_factors.append(variance / mean)
mean_off, _ = trap_charge(20.0, 100000, ratio=3.0)
assert np.isclose(mean_off, 20.0 / (3 + 1 / 3), rtol=0.02)

# Worked example
ni_w, ni_c = intrinsic(warm), intrinsic(cold)
p_w, p_c = hole_density(warm), hole_density(cold)
n_w = ni_w**2 / p_w
R_w = d / (area * q * (n_w * mu_n_warm + p_w * mu_p_warm))
R_c = d / (area * q * p_c * mu_p_cold)
I_w, I_c = leakage(warm), leakage(cold)
signal = photon_energy / pair_energy
pairs_w = I_w * window / q
spread_w = np.sqrt(pairs_w)
fwhm_factor = 2 * np.sqrt(2 * np.log(2))
allowed_spread = allowed_fwhm / (fwhm_factor * pair_energy)
allowed_I = q * allowed_spread**2 / window
allowed_ni = 2 * tau * allowed_I / (q * volume)


def temperature_for(density):
    return brentq(lambda T: np.log(intrinsic(T) / density), 60, 400)


T_equal = temperature_for(N)
T_limit = temperature_for(allowed_ni)
T_short = temperature_for(allowed_ni / 10)
T_long = temperature_for(allowed_ni * 10)
tau_needed = q * ni_w * volume / (2 * allowed_I)
assert ni_w > 1000 * N and ni_c < 1e-10 * N
assert spread_w * np.sqrt(0.5) > signal
assert cold < T_limit < T_equal < warm
assert I_c < allowed_I < leakage(T_equal)

# Sizes of neglected effects
fixed_gap_factor = np.exp((gap(cold) - gap(warm)) / (2 * k_ev * cold))
gap_error_factor = np.exp(0.010 / (2 * k_ev * cold))
p_trap = band_density(m_h, cold) / 4 \
    * np.exp(-acceptor_depth / (k_ev * cold))
neutral_fraction = p_c / (p_c + p_trap)
off_center = 1 / np.cosh(0.05 / (k_ev * cold))
transit_density = ni_w * d / (2 * tau) / (mu_p_warm * bias / d)
tunnel_um = gap(cold) / field_max * 1e4
small_volume = 1e-4 * 1e-3 * 1e-3
small_I = leakage(warm, lifetime=1e-9, vol=small_volume)

print(f"Net acceptor density: {N:.1e} cm^-3")
print(f"Thickness, area: {d:.1f} cm, {area:.1f} cm^2")
print(f"Bias: {bias:.0f} V; lifetime: {tau*1e3:.1f} ms")
print(f"Electron masses long, trans: {m_long}, {m_trans} m0")
print(f"Hole masses heavy, light: {m_heavy}, {m_light} m0")
print(f"DOS masses electron, hole: {m_e:.3f}, {m_h:.3f} m0")
for T in (warm, cold):
    print(f"{T:.0f} K: gap {gap(T):.4f} eV, kT {k_ev*T*1e3:.3f} meV")
    print(f"{T:.0f} K: Nc {band_density(m_e,T):.3e} cm^-3")
    print(f"{T:.0f} K: Nv {band_density(m_h,T):.3e} cm^-3")
    print(f"{T:.0f} K: ni {intrinsic(T):.2e} cm^-3")
    print(f"{T:.0f} K: ni/N {intrinsic(T)/N:.2e} (ratio)")
    print(f"{T:.0f} K: hole density {hole_density(T):.3e} cm^-3")
print(f"ni warm/cold: {ni_w/ni_c:.2e} (ratio)")
print(f"Warm mobilities n, p: {mu_n_warm:.0f}, {mu_p_warm:.0f} cm2/Vs")
print(f"Cold hole mobility: {mu_p_cold:.0f} cm2/Vs")
print(f"Undepleted resistance warm, cold: {R_w:.2f}, {R_c:.0f} ohm")
print(f"Undepleted current at 1 V, cold: {1e3/R_c:.3f} mA")
print(f"Relative permittivity: {eps*100/const.epsilon_0:.1f}")
print(f"Depletion voltage: {Vd:.0f} V")
print(f"Width from Poisson with holes: {depleted_width:.5f} cm")
print(f"Field min, max at bias: {field_min:.0f}, {field_max:.0f} V/cm")
print(f"Bulk leakage 300 K: {I_w*1e3:.2f} mA")
print(f"Bulk leakage 77 K: {I_c:.2e} A")
print(f"Window: {window*1e6:.1f} us; pair energy: {pair_energy:.1f} eV")
print(f"Photon: {photon_energy/1e6:.1f} MeV; signal: {signal:.2e} pairs")
print(f"Leakage in window, 300 K: {pairs_w:.2e} pairs")
print(f"Poisson spread, 300 K: {spread_w:.2e} pairs")
print(f"Spread/signal, 300 K: {spread_w/signal:.2f} (ratio)")
print(f"Allowed noise FWHM: {allowed_fwhm/1e3:.1f} keV")
print(f"Allowed spread: {allowed_spread:.1f} pairs")
print(f"Allowed current: {allowed_I*1e9:.3f} nA")
print(f"Allowed ni: {allowed_ni:.2e} cm^-3")
print(f"Temperature where ni=N: {T_equal:.1f} K")
print(f"Leakage where ni=N: {leakage(T_equal)*1e6:.2f} uA")
print(f"Noise-limited temperature: {T_limit:.1f} K")
print(f"Limit for tau 0.1, 10 ms: {T_short:.1f}, {T_long:.1f} K")
print(f"Lifetime needed at 300 K: {tau_needed:.2e} s")
print(f"1x10x10 um diode, tau 1 ns, 300 K: {small_I*1e6:.3f} uA")
print(f"77 K ni error if 300 K gap kept: x{fixed_gap_factor:.0f}")
print(f"77 K ni change for 10 meV gap error: x{gap_error_factor:.2f}")
print(f"Neutral 10 meV acceptors, 77 K: {neutral_fraction:.1e} (fraction)")
print(f"Degeneracy measure ni/Nv, 300 K: {ni_w/band_density(m_h,warm):.1e}")
print(f"Generation, trap 50 meV off, 77 K: x{off_center:.1e}")
print(f"Trap variance/Poisson, short, long: "
      f"{variance_factors[0]:.2f}, {variance_factors[1]:.2f}")
print(f"Leakage transit density/N, 300 K: {transit_density/N:.2f}")
print(f"Leakage heating, 300 K: {I_w*bias:.1f} W")
print(f"Max field/rough breakdown: {field_max/breakdown_field:.3f}")
print(f"Band-to-band tunnel distance: {tunnel_um:.2f} um")
print(f"Cold transit at rough 1e7 cm/s: {d/v_sat_cold*1e9:.0f} ns")
print("verified")
```

It prints:

```
Net acceptor density: 1.0e+10 cm^-3
Thickness, area: 1.0 cm, 10.0 cm^2
Bias: 1000 V; lifetime: 1.0 ms
Electron masses long, trans: 1.59, 0.0815 m0
Hole masses heavy, light: 0.33, 0.043 m0
DOS masses electron, hole: 0.553, 0.340 m0
300 K: gap 0.6613 eV, kT 25.852 meV
300 K: Nc 1.032e+19 cm^-3
300 K: Nv 4.981e+18 cm^-3
300 K: ni 2.00e+13 cm^-3
300 K: ni/N 2.00e+03 (ratio)
300 K: hole density 2.001e+13 cm^-3
77 K: gap 0.7329 eV, kT 6.635 meV
77 K: Nc 1.341e+18 cm^-3
77 K: Nv 6.477e+17 cm^-3
77 K: ni 9.67e-07 cm^-3
77 K: ni/N 9.67e-17 (ratio)
77 K: hole density 1.000e+10 cm^-3
ni warm/cold: 2.07e+19 (ratio)
Warm mobilities n, p: 3900, 1900 cm2/Vs
Cold hole mobility: 40000 cm2/Vs
Undepleted resistance warm, cold: 5.38, 1560 ohm
Undepleted current at 1 V, cold: 0.641 mA
Relative permittivity: 16.0
Depletion voltage: 565 V
Width from Poisson with holes: 0.99999 cm
Field min, max at bias: 435, 1565 V/cm
Bulk leakage 300 K: 16.03 mA
Bulk leakage 77 K: 7.75e-22 A
Window: 6.0 us; pair energy: 3.0 eV
Photon: 1.0 MeV; signal: 3.33e+05 pairs
Leakage in window, 300 K: 6.00e+11 pairs
Poisson spread, 300 K: 7.75e+05 pairs
Spread/signal, 300 K: 2.32 (ratio)
Allowed noise FWHM: 1.0 keV
Allowed spread: 141.6 pairs
Allowed current: 0.535 nA
Allowed ni: 6.68e+05 cm^-3
Temperature where ni=N: 204.0 K
Leakage where ni=N: 8.01 uA
Noise-limited temperature: 143.7 K
Limit for tau 0.1, 10 ms: 134.1, 154.8 K
Lifetime needed at 300 K: 3.00e+04 s
1x10x10 um diode, tau 1 ns, 300 K: 0.160 uA
77 K ni error if 300 K gap kept: x221
77 K ni change for 10 meV gap error: x2.12
Neutral 10 meV acceptors, 77 K: 2.8e-07 (fraction)
Degeneracy measure ni/Nv, 300 K: 4.0e-06
Generation, trap 50 meV off, 77 K: x1.1e-03
Trap variance/Poisson, short, long: 0.65, 0.51
Leakage transit density/N, 300 K: 0.53
Leakage heating, 300 K: 16.0 W
Max field/rough breakdown: 0.016
Band-to-band tunnel distance: 4.68 um
Cold transit at rough 1e7 cm/s: 100 ns
verified
```
